# Occupation of a Two-State Oxide Defect under Fast Gate Switching: a program that tests the result

```python
"""Fast-switching occupation of a two-state oxide hole trap.

Result under test: for dp/dt = c(t)(1-p) - e(t)p with period T,
  p_fast = <c>/(<c>+<e>),  |p(t)-p_fast| <= T*min(<c>,<e>),
where p is the positive-state probability, c the capture rate, e the
emission rate and <...> a time average over one period. H and L denote
the high-field and low-field phases; duty is the fraction spent in H.
Example rates come from two equal parabolas with relaxation energy R and
energy difference D = D0 - field*depth. Energies eV, lengths angstrom,
times s. All model parameters are round choices, not data for a device.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

temperature = 400.0
kT = constants.k * temperature / constants.e
relaxation = 2.0
energy_zero_field = 0.5
depth = 10.0
field_high, field_low = 0.07, 0.02
prefactor = 1.0e6
period = 1.0e-4
duty_main = 0.5
hartree = constants.physical_constants["Hartree energy in eV"][0]
atomic_time = constants.physical_constants["atomic unit of time"][0]


def energy_difference(field):
    return energy_zero_field - field * depth


def barriers(D):
    return ((relaxation + D)**2 / (4 * relaxation),
            (relaxation - D)**2 / (4 * relaxation))


def rates(D):
    capture_barrier, emission_barrier = barriers(D)
    return (prefactor * np.exp(-capture_barrier / kT),
            prefactor * np.exp(-emission_barrier / kT))


D_high, D_low = energy_difference(field_high), energy_difference(field_low)
c_high, e_high = rates(D_high)
c_low, e_low = rates(D_low)
static_high = c_high / (c_high + e_high)
static_low = c_low / (c_low + e_low)


def mean_rates(duty):
    return (duty * c_high + (1 - duty) * c_low,
            duty * e_high + (1 - duty) * e_low)


def fast_occupation(duty):
    c_mean, e_mean = mean_rates(duty)
    return c_mean / (c_mean + e_mean)


def switching_points(T, duty):
    """Closed-form midpoint and swing of the square-wave periodic state."""
    X = np.tanh((c_high + e_high) * duty * T / 2)
    Y = np.tanh((c_low + e_low) * (1 - duty) * T / 2)
    middle = (static_high * X + static_low * Y) / (X + Y)
    swing = 2 * (static_high - static_low) * X * Y / (X + Y)
    return middle, swing


def integrate_cycle(segments):
    """Periodic solution from numerical integration of p=0 and p=1 starts."""
    start, pieces = np.array([0.0, 1.0]), []
    for duration, capture, emission in segments:
        solution = solve_ivp(
            lambda t, p: capture(t) * (1 - p) - emission(t) * p,
            (0, duration), start, method="DOP853", rtol=1e-12, atol=1e-14,
            t_eval=np.linspace(0, duration, 101))
        assert solution.success
        pieces.append(solution.y)
        start = solution.y[:, -1]
    multiplier = start[1] - start[0]
    initial = start[0] / (1 - multiplier)
    path = [y[0] + (y[1] - y[0]) * initial for y in pieces]
    return path, multiplier


def integrate_square(T, duty):
    return integrate_cycle([
        (duty * T, lambda t: c_high, lambda t: e_high),
        ((1 - duty) * T, lambda t: c_low, lambda t: e_low)])


# Barriers from a root search for the crossing of the two parabolas.
for D in (D_high, D_low):
    crossing = brentq(lambda q: relaxation * q**2
                      - relaxation * (q - 1)**2 - D, 0, 1)
    found = (relaxation * crossing**2, relaxation * (crossing - 1)**2)
    assert np.allclose(found, barriers(D), rtol=1e-10)

# Square wave: closed form, relaxation factor and universal bound.
for duty in (0.1, 0.5, 0.9):
    c_mean, e_mean = mean_rates(duty)
    for T in (1e-4, 1e-2, 1e-1, 1.0):
        path, multiplier = integrate_square(T, duty)
        low_end, high_end = path[0][0], path[0][-1]
        middle, swing = switching_points(T, duty)
        assert abs((low_end + high_end) / 2 - middle) < 1e-8
        assert abs(high_end - low_end - swing) < 1e-8
        assert abs(multiplier - np.exp(-(c_mean + e_mean) * T)) < 1e-9
        error = np.max(np.abs(np.concatenate(path) - fast_occupation(duty)))
        assert error <= T * min(c_mean, e_mean) + 1e-9

# Orders of the corrections, measured on the integrated solution.
p_fast = fast_occupation(duty_main)
middle_errors, end_errors = [], []
for T in (0.01, 0.005):
    path, _ = integrate_square(T, duty_main)
    middle_error = (path[0][0] + path[0][-1]) / 2 - p_fast
    x = (c_high + e_high) * duty_main * T
    y = (c_low + e_low) * (1 - duty_main) * T
    predicted = (static_high - static_low) * x * y * (y - x) / (12 * (x + y))
    assert abs(middle_error / predicted - 1) < 0.02  # next order is T**4
    middle_errors.append(middle_error)
    end_errors.append(path[0][-1] - path[0][0])
middle_ratio = middle_errors[0] / middle_errors[1]
swing_ratio = end_errors[0] / end_errors[1]
assert abs(middle_ratio - 4) < 0.05 and abs(swing_ratio - 2) < 0.02

# Net capture per unit time in the fast limit.
c_mean, e_mean = mean_rates(duty_main)
pump_rate = (duty_main * (1 - duty_main)
             * (c_high * e_low - c_low * e_high) / (c_mean + e_mean))
path, _ = integrate_square(period, duty_main)
swing_main = path[0][-1] - path[0][0]
assert abs(swing_main / period / pump_rate - 1) < 1e-4

# Sinusoidal field: the bound and limit do not need a square wave.
field_mean = (field_high + field_low) / 2
field_swing = (field_high - field_low) / 2


def sine_rates(phase):
    return rates(energy_difference(field_mean + field_swing * np.sin(phase)))


sine_means = [quad(lambda a: sine_rates(a)[i], 0, 2 * np.pi,
                   epsabs=1e-11, epsrel=1e-11)[0] / (2 * np.pi)
              for i in (0, 1)]
sine_fast = sine_means[0] / sum(sine_means)
sine_results = []
for T in (1e-4, 1e-2, 1.0):
    sine_path, _ = integrate_cycle([
        (T, lambda t: sine_rates(2 * np.pi * t / T)[0],
         lambda t: sine_rates(2 * np.pi * t / T)[1])])
    error = np.max(np.abs(sine_path[0] - sine_fast))
    bound = T * min(sine_means)
    assert error <= bound + 1e-8
    sine_results.append((T, error, bound))

# Random histories of individual traps, independent of the rate equation.
rng = np.random.default_rng(12345)
trap_count = 200000
end_time = 10 / (c_mean + e_mean)
largest_rate = max(c_high, e_high, c_low, e_low)
clock = np.zeros(trap_count)
charged = np.zeros(trap_count, dtype=bool)
while np.any(clock < end_time):
    clock += rng.exponential(1 / largest_rate, trap_count)
    in_high = (clock % period) < duty_main * period
    flip_rate = np.where(charged, np.where(in_high, e_high, e_low),
                         np.where(in_high, c_high, c_low))
    accepted = rng.random(trap_count) * largest_rate < flip_rate
    charged ^= accepted & (clock < end_time)
random_occupation = charged.mean()
random_error = np.sqrt(p_fast * (1 - p_fast) / trap_count)
assert abs(random_occupation - p_fast) < 5 * random_error

# Effective energy when the two minority processes are negligible.
effective_energies = {}
for duty in (0.1, 0.5, 0.9):
    path, _ = integrate_square(period, duty)
    p_middle = (path[0][0] + path[0][-1]) / 2
    effective = kT * np.log((1 - p_middle) / p_middle)
    estimate = (kT * np.log((1 - duty) / duty) + (D_high + D_low) / 2
                * (1 + (D_high - D_low) / (2 * relaxation)))
    neglected = max(duty * e_high / ((1 - duty) * e_low),
                    (1 - duty) * c_low / (duty * c_high))
    assert abs(effective - estimate) <= kT * neglected + 1e-7
    effective_energies[duty] = (effective, estimate)

print(f"temperature {temperature:.0f} K; kT {kT:.5f} eV")
print(f"relaxation energy {relaxation:.2f} eV; depth {depth:.1f} angstrom")
print(f"zero-field energy difference {energy_zero_field:.2f} eV")
print(f"rate prefactor {prefactor:.1e} 1/s; period {period:.1e} s")
for name, field, D, c, e, p in (
        ("high", field_high, D_high, c_high, e_high, static_high),
        ("low", field_low, D_low, c_low, e_low, static_low)):
    b_c, b_e = barriers(D)
    print(f"{name}: field {field:.3f} V/angstrom; D {D:.3f} eV")
    print(f"  barriers: capture {b_c:.5f} eV, emission {b_e:.5f} eV")
    print(f"  rates: capture {c:.5g} 1/s, emission {e:.5g} 1/s")
    print(f"  static occupation {p:.6f} (no unit)")
print(f"main duty {duty_main:.2f} (no unit)")
print(f"mean capture rate {c_mean:.5f} 1/s")
print(f"mean emission rate {e_mean:.5f} 1/s")
print(f"fast-limit occupation {p_fast:.6f} (no unit)")
print(f"mean total rate times period {(c_mean+e_mean)*period:.4e} (no unit)")
print(f"error bound {period*min(c_mean,e_mean):.4e} (no unit)")
print(f"integrated swing {swing_main:.4e} (no unit)")
print(f"net captures in H per unit time {pump_rate:.5f} 1/s")
tau = 1 / (c_mean + e_mean)
print(f"relaxation time {tau:.5f} s = {tau/atomic_time:.4e} atomic units")
D_eff = kT * np.log((1 - p_fast) / p_fast)
print(f"effective energy {D_eff:.5f} eV = {D_eff/hartree:.4e} hartree")
print("duty comparison: occupations have no unit")
for duty in (0.1, 0.5, 0.9):
    static_mean = duty * static_high + (1 - duty) * static_low
    D_mean = duty * D_high + (1 - duty) * D_low
    c_at_mean, e_at_mean = rates(D_mean)
    field_estimate = c_at_mean / (c_at_mean + e_at_mean)
    print(f"  duty {duty:.1f}: fast {fast_occupation(duty):.5f}, "
          f"static mean {static_mean:.5f}, mean field {field_estimate:.5f}")
    print(f"    effective energy {effective_energies[duty][0]:.5f} eV, "
          f"estimate {effective_energies[duty][1]:.5f} eV")
print("frequency comparison at main duty: occupations have no unit")
for frequency in (10000, 100, 10, 1):
    middle, swing = switching_points(1 / frequency, duty_main)
    print(f"  {frequency} Hz: end L {middle-swing/2:.5f}, "
          f"end H {middle+swing/2:.5f}, midpoint {middle:.5f}")
print(f"halving period: midpoint error ratio {middle_ratio:.4f}, "
      f"swing ratio {swing_ratio:.4f} (no unit)")
print(f"sinusoidal field: fast occupation {sine_fast:.5f} (no unit)")
for T, error, bound in sine_results:
    print(f"  period {T:.0e} s: largest error {error:.3e}, bound {bound:.3e}")
print(f"random simulation: {trap_count} traps, occupation "
      f"{random_occupation:.5f}, standard error {random_error:.5f}")
print("finished without a failed check")
```

Output:

```
temperature 400 K; kT 0.03447 eV
relaxation energy 2.00 eV; depth 10.0 angstrom
zero-field energy difference 0.50 eV
rate prefactor 1.0e+06 1/s; period 1.0e-04 s
high: field 0.070 V/angstrom; D -0.200 eV
  barriers: capture 0.40500 eV, emission 0.60500 eV
  rates: capture 7.8927 1/s, emission 0.023842 1/s
  static occupation 0.996988 (no unit)
low: field 0.020 V/angstrom; D 0.300 eV
  barriers: capture 0.66125 eV, emission 0.36125 eV
  rates: capture 0.0046625 1/s, emission 28.083 1/s
  static occupation 0.000166 (no unit)
main duty 0.50 (no unit)
mean capture rate 3.94867 1/s
mean emission rate 14.05364 1/s
fast-limit occupation 0.219342 (no unit)
mean total rate times period 1.8002e-03 (no unit)
error bound 3.9487e-04 (no unit)
integrated swing 3.0781e-04 (no unit)
net captures in H per unit time 3.07813 1/s
relaxation time 0.05555 s = 2.2964e+15 atomic units
effective energy 0.04376 eV = 1.6081e-03 hartree
duty comparison: occupations have no unit
  duty 0.1: fast 0.03043, static mean 0.09985, mean field 0.00071
    effective energy 0.11931 eV, estimate 0.11949 eV
  duty 0.5: fast 0.21934, static mean 0.49858, mean field 0.18991
    effective energy 0.04376 eV, estimate 0.04375 eV
  duty 0.9: fast 0.71513, static mean 0.89731, mean field 0.98728
    effective energy -0.03173 eV, estimate -0.03199 eV
frequency comparison at main duty: occupations have no unit
  10000 Hz: end L 0.21919, end H 0.21950, midpoint 0.21934
  100 Hz: end L 0.20422, end H 0.23498, midpoint 0.21960
  10 Hz: end L 0.09600, end H 0.39051, midpoint 0.24326
  1 Hz: end L 0.00017, end H 0.97795, midpoint 0.48906
halving period: midpoint error ratio 3.9975, swing ratio 1.9993 (no unit)
sinusoidal field: fast occupation 0.21431 (no unit)
  period 1e-04 s: largest error 6.862e-05, bound 1.795e-04
  period 1e-02 s: largest error 6.915e-03, bound 1.795e-02
  period 1e+00 s: largest error 6.017e-01, bound 1.795e+00
random simulation: 200000 traps, occupation 0.21899, standard error 0.00093
finished without a failed check
```
